# Joyce-Dixon Fermi level from the inverted Fermi-Dirac series

An implanted and annealed layer is characterized electrically by its density $n$ of free electrons. Its Fermi level is needed for contact barriers, junction potentials and diffusion currents. In a heavily doped layer the Pauli principle limits the occupation of the lowest states, and the Boltzmann relation between $n$ and the Fermi level is no longer adequate. This problem constructs a correction and finds how far it can be used.

The electrons are independent, in thermal equilibrium, and occupy a parabolic conduction band with edge $E_c$. The reduced Fermi level is $\eta=(E_F-E_c)/k_BT$, logarithms are natural, and $q>0$ is the elementary charge.

## (a) From the band to a density integral

**Question.** The band has six equivalent ellipsoidal valleys with masses $m_t,m_t,m_l$. Express $n$ through one dimensionless integral of $\eta$.

**Solution.** With $\mathbf k$ measured from a valley minimum, and with two spins and six valleys,

$$
n=2\cdot6\int\frac{d^3k}{(2\pi)^3}\,\frac{1}{1+e^{(E-E_F)/k_BT}},\qquad
E-E_c=\frac{\hbar^2}{2}\left(\frac{k_x^2+k_y^2}{m_t}+\frac{k_z^2}{m_l}\right).
$$

Set $k_i=s_i\sqrt{2m_ik_BT}/\hbar$. Then $(E-E_c)/k_BT=s^2$, and the volume element is

$$
d^3k=\frac{(2k_BT)^{3/2}(m_t^2m_l)^{1/2}}{\hbar^3}\,d^3s .
$$

The integrand depends on $x=s^2$ alone, so $d^3s\to4\pi s^2ds=2\pi\sqrt x\,dx$. Absorb the six valleys into a density-of-states mass, $m_d^{3/2}=6(m_t^2m_l)^{1/2}$, and define

$$
F_{1/2}(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}} .
$$

The prefactor is

$$
\frac{2}{8\pi^3}\cdot2\pi\cdot\frac{\sqrt\pi}{2}\,\frac{(2m_dk_BT)^{3/2}}{\hbar^3}
=\frac{(2m_dk_BT)^{3/2}}{4\pi^{3/2}\hbar^3}
=2\left(\frac{2\pi m_dk_BT}{h^2}\right)^{3/2}\equiv N_c .
$$

Hence, with $u=n/N_c$,

$$
u=F_{1/2}(\eta).
$$

## (b) The series at low density

**Question.** Expand $u$ in powers of $z=e^\eta$. Where does the series converge?

**Solution.** For $z<1$ the occupation is a geometric series:

$$
\frac1{1+e^{x-\eta}}=\frac{ze^{-x}}{1+ze^{-x}}
=\sum_{k=1}^{\infty}(-1)^{k+1}z^ke^{-kx}.
$$

Since $\int_0^\infty\sqrt x\,e^{-kx}dx=\sqrt\pi/(2k^{3/2})$, term-by-term integration gives

$$
u=\sum_{k=1}^\infty(-1)^{k+1}\frac{z^k}{k^{3/2}}
=z-az^2+bz^3-cz^4+\cdots,
$$

$$
a=\frac1{2\sqrt2}=\frac1{\sqrt8},\qquad b=\frac1{3\sqrt3},\qquad c=\frac18 .
$$

The interchange of sum and integral is allowed because the sum of the absolute values, $\sum z^k/k^{3/2}$, converges. The ratio of successive terms tends to $z$ in magnitude, so the series diverges for $z>1$, that is, for a Fermi level inside the band. At $\eta=1$ the integral is $1.576$, while the sum of twenty terms is about $-3.9\times10^6$.

The first term is the Boltzmann result, $\eta=\ln u$. The second is negative because exclusion lowers the occupation below $ze^{-x}$. To hold a given density, the Fermi level must therefore lie higher than the Boltzmann value.

## (c) Inverting the series

**Question.** Find $\eta$ as a function of $u$, through order $u^3$ beyond the logarithm.

**Solution.** At $z=0$ we have $du/dz=1\neq0$, so an analytic inverse exists near $u=0$. Write $z=u+pu^2+ru^3+O(u^4)$. Then $z^2=u^2+2pu^3+\cdots$ and $z^3=u^3+\cdots$, and the series of part (b) becomes

$$
u=u+(p-a)u^2+(r-2ap+b)u^3+O(u^4).
$$

The coefficients of $u^2$ and $u^3$ must vanish, so $p=a$ and $r=2a^2-b$:

$$
z=u+au^2+(2a^2-b)u^3+O(u^4).
$$

To obtain $\eta=\ln z$, factor the original series as $u=z(1-w)$, with $w=az-bz^2+cz^3+\cdots$. Taking the logarithm,

$$
\eta=\ln u-\ln(1-w)=\ln u+w+\frac{w^2}{2}+\frac{w^3}{3}+\cdots .
$$

Here $w^2=a^2z^2-2abz^3+\cdots$ and $w^3=a^3z^3+\cdots$, so

$$
\eta=\ln u+az+\left(\frac{a^2}{2}-b\right)z^2+\left(c-ab+\frac{a^3}{3}\right)z^3+O(z^4).
$$

Now insert $z(u)$, using $z^2=u^2+2au^3+\cdots$. The coefficient of $u$ is $a$. That of $u^2$ is

$$
A_2=a^2+\frac{a^2}{2}-b=\frac{3a^2}{2}-b=\frac3{16}-\frac{\sqrt3}{9}=-0.004950 .
$$

The coefficient of $u^3$ collects one contribution from each power of $z$:

$$
A_3=a(2a^2-b)+2a\left(\frac{a^2}{2}-b\right)+c-ab+\frac{a^3}{3}
=c-4ab+\frac{10a^3}{3}.
$$

With $a^3=\sqrt2/32$ and $4ab=\sqrt6/9$,

$$
A_3=\frac18+\frac{5\sqrt2}{48}-\frac{\sqrt6}{9}=1.484\times10^{-4}.
$$

The result is

$$
\boxed{\;\eta=\ln\frac{n}{N_c}+\frac{1}{\sqrt8}\frac{n}{N_c}+A_2\left(\frac{n}{N_c}\right)^2+A_3\left(\frac{n}{N_c}\right)^3+O\!\left(\frac{n^4}{N_c^4}\right)\;}
$$

The first two terms are the leading Joyce-Dixon form. The next coefficient is small because $3/16=0.1875$ and $\sqrt3/9=0.1925$ nearly cancel.

The coefficients can be checked against the integral itself. At $\eta=-5$, high-precision quadrature gives $u$. Subtracting $\ln u+u/\sqrt8$ from $\eta$ and dividing by $u^2$ gives $-0.004949$, which differs from $A_2$ by about $10^{-6}$. That is the size of $A_3u$ for $u\approx e^{-5}$. Subtracting the $A_2$ term as well gives $1.4836\times10^{-4}$ for $A_3$.

## (d) Accuracy near degeneracy

**Question.** What error does the two-term form make when $E_F$ reaches and enters the band?

**Solution.** Subtracting the full expansion from the two-term form gives the error

$$
\delta=\ln u+\frac{u}{\sqrt8}-\eta=-A_2u^2-A_3u^3+\cdots .
$$

It is positive at small $u$: the estimated Fermi level is slightly too high. The derivation guarantees this near $u=0$ but does not say how far in $u$ the inverted series can be trusted. That has to be settled by comparison with the integral. The errors below are in units of $k_BT$; "three-term" includes $A_2u^2$.

| $\eta$ | $u$ | Boltzmann | two-term | three-term |
|---:|---:|---:|---:|---:|
| $-2$ | 0.129 | $-0.046$ | 0.0001 | $-0.0000$ |
| 0 | 0.765 | $-0.268$ | 0.0028 | $-0.0001$ |
| 1 | 1.576 | $-0.545$ | 0.0117 | $-0.0006$ |
| 2 | 2.824 | $-0.962$ | 0.0364 | $-0.0031$ |
| 3 | 4.488 | $-1.499$ | 0.0879 | $-0.0118$ |
| 5 | 8.844 | $-2.820$ | 0.307 | $-0.081$ |

With the Fermi level at the band edge, the linear term reduces the magnitude of the error from $0.27\,k_BT$ to $0.003\,k_BT$. The two-term error reaches $0.01\,k_BT$ at $u=1.45$, $0.05\,k_BT$ at $u=3.33$ and $0.10\,k_BT$ at $u=4.81$. The formula thus remains useful at densities where the series in $z$ diverges.

At 57 equally spaced values of $\eta$ from $-4$ to $10$, the error was tested and found to be positive and smaller than $|A_2|u^2$. On that range $0.005\,u^2$ is therefore a convenient cautious estimate of the error in units of $k_BT$. This is a numerical finding, not a proof for all densities.

## (e) Strong degeneracy

**Question.** Find $\eta(u)$ for $\eta\gg1$, and decide whether the truncated forms can follow it.

**Solution.** The occupation approaches a step at $x=\eta$, so

$$
u\simeq\frac2{\sqrt\pi}\int_0^\eta\sqrt x\,dx=\frac{4}{3\sqrt\pi}\,\eta^{3/2},
\qquad
\eta\simeq\left(\frac{3\sqrt\pi}{4}\,u\right)^{2/3}.
$$

The true level grows as $u^{2/3}$ and the two-term form as $u$, so the latter must eventually be far too high. At $\eta=30$, where $u=123.8$, the step formula gives $30.03$, while the two-term form is too high by $18.6$.

Adding $A_2u^2$ reduces the error at moderate density, but above $u\approx36$ it makes the error larger in magnitude. Setting the derivative of the three-term form to zero gives

$$
\frac1u+\frac1{\sqrt8}-2|A_2|u=0
\quad\Longrightarrow\quad
u=\frac{1/\sqrt8+\sqrt{1/8+8|A_2|}}{4|A_2|}\approx38 .
$$

Beyond this density the three-term Fermi level falls as electrons are added, which is unphysical for this model. At such densities the integral should be inverted numerically or the degenerate limit used.

## (f) Diffusion and mobility

**Question.** How does degeneracy change the ratio of the diffusion coefficient $D$ to the mobility $\mu$?

**Solution.** Take a uniform temperature and a rigid band, whose edge follows the electrostatic potential alone. In equilibrium drift and diffusion cancel:

$$
0=q\mu n\mathcal E+qD\frac{dn}{dx}.
$$

For electrons $dE_c/dx=q\mathcal E$, and $E_F$ is constant, so $d\eta/dx=-q\mathcal E/k_BT$. Therefore

$$
\frac{dn}{dx}=-\frac{q\mathcal E}{k_BT}\frac{dn}{d\eta}
\quad\Longrightarrow\quad
\frac{qD}{\mu k_BT}=\frac{n}{dn/d\eta}=u\frac{d\eta}{du}.
$$

Differentiating the expansion of part (c) term by term gives

$$
\frac{qD}{\mu k_BT}=1+\frac{u}{\sqrt8}+2A_2u^2+3A_3u^3+\cdots .
$$

The first term is the nondegenerate Einstein relation. In the opposite limit, $\eta\propto u^{2/3}$ gives $u\,d\eta/du=2\eta/3$. Adding electrons to a degenerate gas raises the Fermi level by more than the Boltzmann relation gives at the same density, so a given density gradient drives a stronger diffusion current relative to the mobility. Differentiation doubles the coefficient of $u^2$, so the ratio is a more demanding use of the formula than the level itself.

## (g) A phosphorus-implanted silicon layer

**Question.** A dose of $2\times10^{15}\ \mathrm{cm^{-2}}$ is spread over an equivalent box depth of $100\ \mathrm{nm}$, and half of it is active. Find the Fermi level and the Einstein ratio at $300\ \mathrm K$. Use $m_t=0.19\,m_e$ and $m_l=0.98\,m_e$.

**Solution.** Each active donor is taken to supply one band electron, and inactive phosphorus none:

$$
n=\frac{0.5\times2\times10^{15}\ \mathrm{cm^{-2}}}{1.0\times10^{-5}\ \mathrm{cm}}=1.0\times10^{20}\ \mathrm{cm^{-3}} .
$$

The masses give $m_d=6^{2/3}(m_t^2m_l)^{1/3}=1.084\,m_e$ and $N_c=2.832\times10^{19}\ \mathrm{cm^{-3}}$. Hence $u=3.531$ and

$$
\eta\approx\ln3.531+\frac{3.531}{\sqrt8}=1.262+1.248=2.510 .
$$

With $k_BT=25.85\ \mathrm{meV}$, the two-term level is $64.9\ \mathrm{meV}$ above the band edge. Numerical inversion gives $63.4\ \mathrm{meV}$, so the formula is $1.4\ \mathrm{meV}$ too high (the difference is taken before rounding). The Boltzmann value, $32.6\ \mathrm{meV}$, is $30.8\ \mathrm{meV}$ too low. These digits belong to the masses given: the other common value $m_l=0.916\,m_e$ gives $N_c=2.74\times10^{19}\ \mathrm{cm^{-3}}$ and a numerical level of $65.3\ \mathrm{meV}$, a shift of $1.9\ \mathrm{meV}$, larger than the error of the formula.

With dose, depth and temperature held fixed, the active fraction changes the level as follows (energies in meV):

| active fraction | $u$ | numerical | two-term | Boltzmann |
|---:|---:|---:|---:|---:|
| 0.25 | 1.77 | 30.5 | 30.8 | 14.7 |
| 0.50 | 3.53 | 63.4 | 64.9 | 32.6 |
| 1.00 | 7.06 | 109.8 | 115.1 | 50.5 |

At full activation the two-term error has grown to about $5\ \mathrm{meV}$, and the next term is worth including.

For half activation the Einstein ratio is $2.142$ by numerical integration and $1+1.248=2.248$ from the leading correction, which is 5% too high. The term $2A_2u^2=-0.123$ brings the estimate to $2.125$, within 1%.

Degeneracy also depends on temperature. At an anneal temperature of $1300\ \mathrm K$, with the same masses and electron density, $N_c$ rises to $2.55\times10^{20}\ \mathrm{cm^{-3}}$ and $u$ falls to $0.39$. The level is then $0.80\,k_BT$ below the band edge, and the two-term error is below $0.001\,k_BT$. For a rough gap of $0.76\ \mathrm{eV}$ and a hole mass of $1.1\,m_e$, the hole density is $6.6\times10^{17}\ \mathrm{cm^{-3}}$, under 1% of $n$. These figures hold for the parabolic band and the gap assumed. With the nonparabolicity of part (h) the level lies $1.04\,k_BT$ below the edge, and a gap narrower by $0.06$ to $0.10\ \mathrm{eV}$ raises the hole density to 1–2% of $n$. Thermal pairs therefore disturb the assumed density only at the percent level.

## (h) What limits the answer in a real layer

**Question.** Is the $1.4\ \mathrm{meV}$ error important beside the effects left out of the band model?

**Solution.** Three effects can be sized at $n=10^{20}\ \mathrm{cm^{-3}}$ and $300\ \mathrm K$, with a relative permittivity of $11.7$. Let $C=q^2/(4\pi\varepsilon)$, where $\varepsilon$ is the permittivity of silicon.

*Nonparabolicity.* Replace $E$, measured from the edge, by $E(1+\alpha E)=\hbar^2k^2/2m$, with a rough $\alpha=0.5\ \mathrm{eV^{-1}}$. The extra states lower the Fermi level by $4.0\ \mathrm{meV}$ at fixed density.

*Exchange.* An electron at the valley minimum exchanges with electrons of its own spin and valley. For the unscreened interaction and an isotropic valley mass,

$$
\Sigma=-\int\frac{d^3k}{(2\pi)^3}\frac{4\pi C}{k^2}f(k)=-\frac{2C}{\pi}\int_0^\infty f(k)\,dk=-54\ \mathrm{meV},
$$

where $f$ is the occupation. Screening weakens this shift strongly. Replacing $1/k^2$ by $1/(k^2+\lambda^{-2})$, with the Thomas-Fermi length $\lambda$ found below, leaves only about $-4\ \mathrm{meV}$. For this occupation the unscreened value is thus an upper bound on the size of the exchange term, not a predicted band-edge position. The screened shift is nearly the same for all occupied states: at fixed density it lowers the Fermi level by about $3.3\ \mathrm{meV}$ along with the edge, so $E_F-E_c$ changes by only about $0.6\ \mathrm{meV}$. Correlation adds a shift of its own, and it is not small: the Coulomb-hole term that accompanies static screening, $-C/2\lambda$, is roughly $-100\ \mathrm{meV}$. In that approximation it moves the whole band rigidly, which matters for barriers and junction potentials.

*Random donors.* Let independently placed donors of density $n$ each contribute a potential energy $-Ce^{-r/\lambda}/r$. The variance is

$$
\sigma^2=n\int_0^\infty\frac{C^2e^{-2r/\lambda}}{r^2}\,4\pi r^2dr=2\pi nC^2\lambda .
$$

Thomas-Fermi screening, $\lambda^{-2}=4\pi C\,dn/dE_F$, gives $\lambda=0.60\ \mathrm{nm}$ and $\sigma=75\ \mathrm{meV}$. This $\lambda$ is shorter than the mean spacing $n^{-1/3}\approx2.2\ \mathrm{nm}$, so slowly varying screening theory is strained and $\sigma$ is only an order of magnitude; wavevector-dependent (Lindhard) screening raises it to about $88\ \mathrm{meV}$. It is also a pointwise fluctuation of the potential, not a level shift: the second-order shift of the band edge caused by this potential is about $-20\ \mathrm{meV}$.

The chosen dose, depth and active fraction are rough typical values for a heavily doped silicon source or drain. A real implant has a graded profile, so $u$ and the Fermi level relative to the local band edge vary with depth. The hydrogenic donor radius for the isotropic valley mass $0.328\,m_e$, $a^*=1.89\ \mathrm{nm}$ (the conductivity mass $0.26\,m_e$ would give $2.4\ \mathrm{nm}$), gives $n^{1/3}a^*=0.88$, well above the rough Mott value of $0.25$. Donor states overlap strongly, and a picture of isolated donor levels is unsuitable. The rigid parabolic band is a poor assumption here: the random-donor estimate is tens of meV, and even the nonparabolic shift of about $4\ \mathrm{meV}$ exceeds the error of the formula. Screened exchange moves the band edge by about $4\ \mathrm{meV}$ but changes $E_F-E_c$ by less than that error. These are not independent corrections to be added up. Uncertainty in the active fraction matters too: in the table of part (g) it moves the level by tens of meV. The Einstein ratio inherits the same restriction, because a band edge that shifts with density adds a force absent from part (f).

For this layer, then, the two-term formula solves the ideal-band problem more accurately than the ideal band describes the material. The numerical output lists most of the values at more digits.

## Table of computed values

```
A1 = 0.353553, A2 = -4.950090e-03, A3 = 1.483858e-04 (no unit)
quadrature estimates at eta = -5:
  A2: -4.949092e-03, A3: 1.483560e-04
eta=1: F_half = 1.57564, 20-term fugacity sum = -3.883e+06
Errors, approximation minus numerical eta, in kT:
 eta      u       Boltzmann  two-term  three-term  -A2*u^2
  -2   0.12930   -0.04563   0.000082  -0.000000   0.000083
  -1   0.32780   -0.11537   0.000527  -0.000005   0.000532
   0   0.76515   -0.26769   0.002833  -0.000065   0.002898
   1   1.57564   -0.54534   0.011735  -0.000554   0.012289
   2   2.82372   -0.96194   0.036392  -0.003077   0.039469
   3   4.48755   -1.49869   0.087894  -0.011791   0.099685
   5   8.84421   -2.82024   0.306663  -0.080533   0.387196
  10  24.08466   -6.81843   1.696787  -1.174615   2.871402
two-term error 0.01 kT at eta = 0.876, u = 1.452
two-term error 0.05 kT at eta = 2.332, u = 3.333
two-term error 0.10 kT at eta = 3.169, u = 4.807
eta=30: u = 123.777, two-term error = 18.58 kT
Silicon: m_t = 0.19, m_l = 0.98, m_valley = 0.3283, m_dos = 1.0840 m_e
eps_r = 11.7, alpha = 0.5 1/eV, T = 300 K, kT = 25.852 meV
dose = 2.0e+15 cm^-2, box depth = 100 nm
Nc = 2.8320e+19 cm^-3
Fermi level above band edge, meV:
active   n (cm^-3)    u      numerical  two-term  Boltzmann
 0.25  5.00e+19   1.7656      30.45      30.83      14.70
 0.50  1.00e+20   3.5311      63.45      64.89      32.62
 1.00  2.00e+20   7.0622     109.81     115.08      50.53
Main case: active fraction = 0.5, n = 1.00e+20 cm^-3
eta numerical = 2.45422, two-term = 2.51004
ln u = 1.26161, u/sqrt(8) = 1.24843
errors: two-term 1.443 meV, Boltzmann -30.83 meV
k-space sum: n = 1.000000e+20 cm^-3
Einstein ratio qD/(mu kT): numerical 2.1421, 1+u/sqrt(8) = 2.2484
nonparabolic shift of Fermi level = -3.99 meV
unscreened band-edge exchange = -54.0 meV
screening length = 0.598 nm, donor potential rms = 75.5 meV
donor radius = 1.886 nm, n^(1/3)*a = 0.875
Anneal T = 1300 K: Nc = 2.555e+20 cm^-3, u = 0.3915
  eta numerical = -0.80025, two-term = -0.79950, ln u = -0.93790
  rough gap = 0.76 eV, hole mass = 1.1 m_e, holes = 6.57e+17 cm^-3
```
